\section*{Final density of nuclei at constant nucleation rate and island speed, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the growth rules to the final density}

A film is deposited on a surface to which it does not readily stick. Instead of covering the substrate layer by layer, it starts as separate islands, which spread and merge. The density of nuclei sets the grain size of the young film and the thickness at which it closes. The problem is to find this density from two rates.

The model is as follows. The substrate is an infinite, uniform plane, bare at time $t=0$. Nuclei of zero size appear at random on bare area, at the constant rate $J$ per unit of bare area and unit of time. Each nucleus at once becomes a disc whose radius grows at the constant speed $g$, the same for every island. Where two discs meet, the shared front stops; elsewhere both continue. Nothing nucleates on covered area, and islands neither move nor disappear.

The density sought, $N$, is the total number of nuclei ever formed, divided by the total substrate area. It is not the number of separate islands at a given moment, which falls as islands touch and is no longer useful once the film has closed. If each nucleus leaves one recognizable grain, $N$ is the density of grains at the substrate.

In atomic layer deposition it is convenient to measure time in cycles. Then $J$ has the unit $\mathrm{nm^{-2}\,cycle^{-1}}$ and $g$ the unit nm/cycle. For a hemispherical island the radius of the footprint equals the radius of the sphere, so $g$ is also the thickness added per cycle on the island's own surface.

\subsection*{(a) What do the units alone decide?}

Find the natural length and time of the model, and the way in which $N$ depends on $J$ and $g$.

\textbf{Solution.} Measure lengths in a unit $\ell$ and times in a unit $T$. In these units the nucleation rate has the numerical value $J\ell^2T$, and the island speed has the value $gT/\ell$. Choose the units so that both values are one:
\begin{equation}
J\ell^2T=1,\qquad \frac{gT}{\ell}=1 .
\end{equation}
The second condition gives $\ell=gT$. Inserted in the first, it gives $Jg^2T^3=1$, and therefore
\begin{equation}
T=(Jg^2)^{-1/3},\qquad
\ell=gT=g\,J^{-1/3}g^{-2/3}=\left(\frac{g}{J}\right)^{1/3}.
\label{eq:units}
\end{equation}
In these units the model contains no parameter at all. The final number of nuclei per area $\ell^2$ is then a pure number $C$, the same for every choice of $J$ and $g$:
\begin{equation}
N=\frac{C}{\ell^2}=C\left(\frac{J}{g}\right)^{2/3}.
\label{eq:scaling}
\end{equation}

The physical content of $T$ is a competition. During $T$ an island reaches the radius $\ell$, and in the same time about one nucleus is expected on an area $\ell^2$. Before $T$ there is mostly free room; after $T$ the islands have largely taken it. Faster nucleation raises the density, but by less than proportion, because more islands also close the surface sooner. Doubling $J$ at fixed $g$ multiplies $N$ by $2^{2/3}=1.587$.

This argument assumes that no other length or time enters. A finite size at birth, a delay before growth or a limited number of nucleation sites would each add one, and $C$ would become a function of the new ratio. Such cases are treated in the second half.

\subsection*{(b) May nuclei be allowed on covered area?}

The bare area shrinks in a complicated pattern, and the nuclei depend on one another through it. It would be much simpler if attempts at nucleation fell on the whole plane at rate $J$, whether covered or not. Decide whether such an extension changes the covered area.

\textbf{Solution.} Let attempts form a Poisson process in space and time: the expected number in a small area $dA$ and time $dt$ is $J\,dA\,dt$, and the numbers in disjoint regions of space-time are independent. Call an attempt real if no earlier real island covers its position at its moment of birth. Call it a phantom otherwise. The definition works forward in time and is not circular. On bare area the attempts arrive at rate $J$, as the model demands, so the real attempts are precisely the nuclei of the original problem.

Now let the phantoms grow too, as imaginary discs with the same speed $g$. Take a phantom born at position $\mathbf y$ at time $s$. By definition there is a real island, born at $\mathbf y'$ at an earlier time $s'$, that covers $\mathbf y$ at time $s$:
\begin{equation}
|\mathbf y-\mathbf y'|<g(s-s').
\end{equation}
Let $\mathbf x$ be any point that the phantom disc covers at a later time $t$, so that $|\mathbf x-\mathbf y|<g(t-s)$. The triangle inequality gives
\begin{align}
|\mathbf x-\mathbf y'|
&\le|\mathbf x-\mathbf y|+|\mathbf y-\mathbf y'|\nonumber\\
&<g(t-s)+g(s-s')=g(t-s').
\label{eq:triangle}
\end{align}
The right-hand side is the radius of the real island at time $t$. The point $\mathbf x$ is therefore already covered by that island. A phantom never gets out of the real island in which it was born, and the union of all discs equals the union of the real discs at every time.

One more point needs care. A real island stops where it meets another, whereas the discs used here keep expanding through each other. This does not alter the union. Suppose that $\mathbf x$ lies in the full disc of a real island. Among all real discs, consider the one that reaches $\mathbf x$ first, and follow the straight line from its centre to $\mathbf x$. If another disc had reached some point of this line earlier, it could have continued from there at the same speed and would have reached $\mathbf x$ earlier as well, contrary to the choice. The path is free, and the physical island does arrive at $\mathbf x$ on time.

Both arguments use the equal and constant speed. If a phantom were faster than its host, it would overtake the edge: born a distance $\delta$ inside the edge, with a speed excess $\Delta g$, it emerges after the time $\delta/\Delta g$.

\subsection*{(c) What fraction of the substrate is still bare?}

Find the probability $B(t)$ that a given point $\mathbf x$ is bare at time $t$. On an infinite uniform plane this is also the bare fraction of the area.

\textbf{Solution.} By part (b), $\mathbf x$ is bare at time $t$ if no attempt, real or phantom, has produced a disc that reaches it. An attempt at $(\mathbf y,s)$ reaches $\mathbf x$ by time $t$ if
\begin{equation}
|\mathbf x-\mathbf y|<g(t-s),\qquad 0<s<t .
\end{equation}
These points of space-time form a cone with its tip at $(\mathbf x,t)$. At time $s$ its cross-section is a circle of radius $g(t-s)$. The expected number of attempts in the cone is the rate times its space-time volume. With $q=t-s$, for which $ds=-dq$ and the limits $s=0,t$ become $q=t,0$,
\begin{align}
X(t)&=\int_0^tJ\,\pi g^2(t-s)^2\,ds
=\pi Jg^2\int_0^tq^2\,dq\nonumber\\
&=\frac{\pi}{3}Jg^2t^3 .
\label{eq:X}
\end{align}
The probability of finding no attempt in the cone follows from independence. Divide the cone into $M$ equal cells, each with the small expected number $X/M$. A cell is empty with probability $1-X/M$, up to terms that vanish faster than $1/M$. The cells are independent, so the probabilities multiply:
\begin{equation}
B(t)=\lim_{M\to\infty}\left(1-\frac XM\right)^M=e^{-X(t)}
=\exp\left(-\frac{\pi}{3}Jg^2t^3\right).
\label{eq:bare}
\end{equation}

The quantity $X$ is called the extended coverage. It is the total area of all discs per unit substrate area, with overlaps counted repeatedly and phantoms included. At early times overlaps are rare, and the true coverage $1-B=X-X^2/2+\dots$ is close to $X$. Later $X$ grows without limit while the true coverage tends to one. The cubic power has a simple origin: the area of one disc grows as the square of its age, and the number of discs grows in proportion to time.

\subsection*{(d) How many real nuclei are formed?}

Use the bare fraction to find $N$, including its numerical constant.

\textbf{Solution.} Consider the attempts between $t$ and $t+dt$. Their number per unit area is $J\,dt$. Whether a point is bare at time $t$ depends on earlier attempts alone, and these are independent of the new ones. A new attempt therefore lands on bare area with probability $B(t)$. With $N(t)$ for the density of real nuclei formed up to time $t$,
\begin{equation}
\frac{dN}{dt}=J\,B(t),\qquad N(0)=0 .
\label{eq:rate}
\end{equation}
The phantoms thus have two different roles. They belong in the exponent of $B$, where they make the attempts independent without changing the covered area. They do not belong in the count, and the factor $B$ removes them from it.

Write $\kappa=\pi Jg^2/3$, so that $B=e^{-\kappa t^3}$. The final density is
\begin{equation}
N=J\int_0^\infty e^{-\kappa t^3}\,dt .
\label{eq:integral}
\end{equation}
Substitute $u=\kappa t^3$. Then $t=\kappa^{-1/3}u^{1/3}$ and $dt=\frac13\kappa^{-1/3}u^{-2/3}du$, and the limits remain zero and infinity:
\begin{equation}
N=\frac{J}{3\kappa^{1/3}}\int_0^\infty u^{-2/3}e^{-u}\,du
=\frac{J}{\kappa^{1/3}}\,\frac{\Gamma(1/3)}{3}
=\frac{J}{\kappa^{1/3}}\,\Gamma(4/3).
\end{equation}
Here $\Gamma(z)=\int_0^\infty u^{z-1}e^{-u}du$ was used with $z=1/3$, and then $\Gamma(z+1)=z\Gamma(z)$. Finally, insert $\kappa$:
\begin{align}
N&=\Gamma(4/3)\,J\left(\frac{3}{\pi Jg^2}\right)^{1/3}
=\Gamma(4/3)\left(\frac3\pi\right)^{1/3}J^{1-1/3}g^{-2/3}\nonumber\\
&=C\left(\frac Jg\right)^{2/3},\qquad
C=0.89298\times0.984745=0.8794 .
\label{eq:result}
\end{align}
The powers agree with part (a), and the constant is now fixed.

The result can be read as $N=Jt_{\rm eff}$, where $t_{\rm eff}=\int_0^\infty B\,dt=0.879\,T$ is the time for which an average point stays bare. If phantoms were counted, the density would be $Jt$ and would grow for ever, although the surface had long been closed.

The two extreme limits show where the model must end. For $g\to0$ at fixed $J$ the density diverges, because islands that do not spread never stop nucleation; on a real surface the supply of sites then sets the limit. For $J\to0$ at fixed $g$ the density tends to zero, but the time $T$ needed to close the surface diverges.

\subsection*{(e) How does the density approach its final value?}

Find $N(t)$, its early form, and a bound on the nuclei still to come at a late time.

\textbf{Solution.} Integrate Eq.~\eqref{eq:rate} up to $t$ instead of infinity. The same substitution gives the upper limit $u=\kappa t^3$, so that
\begin{equation}
N(t)=N\,P\!\left(\tfrac13,\kappa t^3\right),\qquad
P(z,u)=\frac{1}{\Gamma(z)}\int_0^uv^{z-1}e^{-v}\,dv .
\label{eq:course}
\end{equation}
The function $P$ rises from zero to one. For early times, expand the exponential in Eq.~\eqref{eq:rate} and integrate term by term:
\begin{equation}
N(t)=J\int_0^t(1-\kappa s^3+\dots)\,ds
=Jt\left(1-\frac{\kappa t^3}{4}+\dots\right).
\end{equation}
The count at first follows the number of attempts. The relative loss to covered area is one quarter of the extended coverage $\kappa t^3$, since most of the attempts were made when the coverage was smaller than it is now.

For late times, the nuclei still to come are $J\int_t^\infty e^{-\kappa s^3}ds$. In this range $s^2/t^2\ge1$, so multiplication of the integrand by this factor can only increase it:
\begin{equation}
N-N(t)\le\frac{J}{t^2}\int_t^\infty s^2e^{-\kappa s^3}\,ds
=\frac{J}{3\kappa t^2}\,e^{-\kappa t^3}.
\end{equation}
The final density is therefore approached very quickly once the coverage is high. An image taken shortly before closure already contains nearly all nuclei, provided that merged islands can still be told apart.

\section{Test, example and departures from the model}

The first half treated point nuclei that appear at rate $J$ per bare area and grow as discs with radial speed $g$. Attempts that fall on covered area are phantoms; at equal speeds they do not change the covered set. With $\kappa=\pi Jg^2/3$, the bare fraction is $B(t)=e^{-\kappa t^3}$, the density of real nuclei obeys $dN/dt=JB$, and its final value is $N=C(J/g)^{2/3}$ with $C=0.879$. The natural length and time are $\ell=(g/J)^{1/3}$ and $T=(Jg^2)^{-1/3}$.

\subsection*{(f) What are the numbers for an iridium film?}

Take iridium deposited on an oxide with $g=0.05$ nm/cycle and $J=10^{-4}\ \mathrm{nm^{-2}\,cycle^{-1}}$. Both are rough values. Find the final density, the time to 99\,\% coverage, the size of the oldest islands at that time, and the share of phantoms.

\textbf{Solution.} The ratio is $J/g=10^{-4}/0.05=0.002\ \mathrm{nm^{-3}}$, and
\begin{equation}
N=0.8794\times(0.002)^{2/3}\ \mathrm{nm^{-2}}
=0.0140\ \mathrm{nm^{-2}}=1.4\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
The corresponding spacing is $N^{-1/2}=8.5$ nm. The natural units are $\ell=500^{1/3}=7.9$ nm and $T=(2.5\times10^{-7})^{-1/3}=159$ cycles.

At 99\,\% coverage $B=1/100$, hence $\kappa t_{99}^3=\ln100$ and
\begin{equation}
t_{99}=\left(\frac{3\ln100}{\pi Jg^2}\right)^{1/3}=260\ \text{cycles}.
\end{equation}
An island born at the start then has the radius $gt_{99}=13$ nm in those directions in which no neighbour has stopped it. If the islands grow as hemispheres, this is also the height of the oldest ones. The mean thickness of the film is smaller. The film is lower than $z$ at a point with probability $\exp[-\pi J\int_{z/g}^{t}(g^2q^2-z^2)\,dq]$, and integrating one minus this probability over $z$ gives about 9.4 nm at $t_{99}$. Both lengths are proportional to $\ell$. By then $Jt_{99}=0.0260$ attempts per $\mathrm{nm^2}$ have been made, of which $0.0139$ were real and $0.0121$, or 46\,\%, were phantoms.

Since $gt_{99}$ is proportional to $gT=\ell=(g/J)^{1/3}$, a film of hemispheres closes at a smaller thickness if $J/g$ is raised. The gain is slow: twice the nucleation rate at fixed $g$ reduces this thickness by the factor $2^{-1/3}$, about 21\,\%.

The two rates fix the final density of nuclei, $N=C(J/g)^{2/3}$ with $C=0.879$, which gives $1.4\times10^{12}\ \mathrm{cm^{-2}}$ for the iridium example. It remains to test this result by simulation, to find how departures from the model change it, and to see what a measured density can reveal.
